\section*{Phonon Parity: Odd Relaxons Conduct Heat, Even Relaxons Give Viscosity, part 2}

How do phonon collisions set the heat conductivity $\kappa^{ij}$ and viscosity $\eta^{ijkl}$ of a cubic crystal of volume $V$ at temperature $T$? SI units are used. Mode $\nu$ has wave vector $\mathbf q$ (first Brillouin zone), frequency $\omega$, group velocity $\mathbf v$ and Bose occupation $N$. With $D=N(N+1)$, populations are $n=N+\sqrt Df$. The even and odd parts of $f$ under $\mathbf q\to-\mathbf q$ obey
\begin{align*}
\partial_tf_e+\mathbf v\cdot\nabla f_o&=-\Omega f_e,\\
\partial_tf_o+\mathbf v\cdot\nabla f_e&=-\Omega f_o .
\end{align*}
The real symmetric matrix $\Omega$ comes from golden-rule three-phonon rates containing a frequency delta function. Inversion or time-reversal symmetry keeps the parities separate. The relaxons, $\Omega\theta_\alpha=\theta_\alpha/\tau_\alpha$, can then be chosen even or odd.

The even energy mode $\theta_0$ has zero rate; the odd vectors $\varphi_i$ carry crystal momentum:
\[
\theta_0=\frac{\sqrt D\,\hbar\omega}{\sqrt{Vk_BT^2C}},\qquad
\varphi_i=\frac{\sqrt D\,\hbar q_i}{\sqrt{Vk_BTA}}.
\]
$C$ is the heat capacity and $A$ the drift inertia, both per volume. Crystal momentum is lost at mean rate $\gamma=\langle\varphi_i|\Omega|\varphi_i\rangle$. $\Omega^+$ inverts $\Omega$ on vectors orthogonal to $\theta_0$, with $\Omega^+\theta_0=0$.

The flux vectors are
\[
S^i=\sqrt D\,\hbar\omega v^i,\qquad
M^{ij}=\sqrt D\,\hbar q^iv^j .
\]
They give
\[
\boxed{\kappa^{ij}=\frac1{Vk_BT^2}\sum_{\alpha\,\rm odd}
\langle S^i|\theta_\alpha\rangle\tau_\alpha\langle\theta_\alpha|S^j\rangle .}
\]
\[
\boxed{\eta^{ijkl}=\frac1{Vk_BT}\sum_{\alpha\,{\rm even},\,\alpha\neq0}
\langle M^{ij}|\theta_\alpha\rangle\tau_\alpha\langle\theta_\alpha|M^{kl}\rangle .}
\]
For a drift velocity $\mathbf u$, the force in a uniform medium depends on
\[
\mu^{ijkl}=\tfrac12\left(\eta^{ijkl}+\eta^{ilkj}\right).
\]

In the example, neighbouring atoms interact through the Morse energy
\[
U(r)=\frac{k_s}{2a^2}\left[1-e^{-a(r-R)}\right]^2,
\]
with bond length $R$, stiffness $k_s$, Morse exponent $a$ and $U'''(R)=g=-3ak_s$. When a bond vector changes from $R\mathbf n$ to $R\mathbf n+\mathbf d$, $d_\parallel=\mathbf n\cdot\mathbf d$.

\subsection{Decay of long waves}

The coefficients also set decay rates. For $f\propto e^{ikx-\lambda t}$,
\begin{equation}
\lambda f=(\Omega+ikv_x)f .
\end{equation}
Start from $\theta_0$ and write $f=\theta_0+f_1+\cdots$. There is no term in $\lambda$ linear in $k$, because $\langle\theta_0|v_x|\theta_0\rangle=0$ by parity. At first order $\Omega f_1=-ikv_x\theta_0$, hence $f_1=-ik\Omega^+v_x\theta_0$. At second order
\begin{equation}
\lambda=ik\langle\theta_0|v_x|f_1\rangle
=k^2\langle v_x\theta_0|\Omega^+|v_x\theta_0\rangle=\frac{\kappa^{xx}k^2}{C},
\end{equation}
where $v_x\theta_0=S^x/\sqrt{Vk_BT^2C}$.

For a drift wave, first replace $\Omega$ by a matrix that conserves crystal momentum, obtained by removing all its elements to and from the $\varphi_i$. This alters only the odd block. In a cubic crystal $\varphi_y$ does not couple to $\theta_0$ through $v_x$, since $\sum D\omega q_yv_x=0$; it does not couple to any $\varphi_i$ at that order by parity. The same expansion, with $v_x\varphi_y=M^{yx}/\sqrt{Vk_BTA}$, gives
\begin{equation}
\lambda=\frac{\eta^{yxyx}k^2}{A}.
\end{equation}
Cubic symmetry also removes the coupling to $\varphi_z$ at this order. With weak momentum loss restored, a steady transverse drift obeys $A\gamma u=\eta\,\partial_x^2u$, with characteristic length
\begin{equation}
\ell=\sqrt{\frac{\eta}{A\gamma}} .
\end{equation}
This use of one rate $\gamma$ is an estimate when $\varphi_y$ is not itself a relaxon.

\subsection{The lattice of fcc nickel at 300 K}

Ferromagnetic nickel breaks time reversal but has an inversion centre, which protects the separation. The example treats its lattice alone, with nearest-neighbour Morse bonds and three-phonon collisions. The magnetic order is not modelled. Rough inputs are a lattice constant of 0.352 nm, a bond stiffness of 38 N/m and a Morse exponent of 14 nm$^{-1}$; the mass is 58.7 u. The frequency delta function is a Gaussian of standard deviation 2 meV in energy. It slightly violates energy conservation, giving $\theta_0$ a spurious rate of 0.0005 ps$^{-1}$, against a mean single-mode rate of 0.183 ps$^{-1}$. The energy mode is restored by removing all elements of $\Omega$ to and from $\theta_0$.

A $7\times7\times7$ mesh without $\mathbf q=0$ has $3(7^3-1)=1026$ modes. Diagonalisation of the full matrix gives 513 odd relaxons, 512 even ones and the energy mode. The results are
\begin{align}
\kappa&=75.2\ {\rm W/(m\,K)},\\
\eta^{iiii}&=1.04\times10^{-3}\ {\rm Pa\,s},\qquad
\eta^{ijij}=5.07\times10^{-4}\ {\rm Pa\,s},\\
\mu^{iijj}&=-4.3\times10^{-5}\ {\rm Pa\,s}\qquad(i\neq j),
\end{align}
averaged over the cubic axes. The opposite-parity sums vanish to rounding. As a test, the Boltzmann equation was also solved directly, without relaxons, using numerical derivatives of the Bose functions. It gave the same $\kappa$ and $\eta^{ijij}$ to all printed digits.

The heat-source-weighted relaxon lifetime is $\tau_h=15.4$ ps. With $v_h$ the root-mean-square group velocity weighted by heat capacity, $\kappa=Cv_h^2\tau_h/3$, and the mean free path $\Lambda=v_h\tau_h$ is 31.6 nm. Hence $v_h=31.6\ {\rm nm}/15.4\ {\rm ps}=2.05$ km/s. With $C=3.487\times10^6$ J/(m$^3$ K),
\begin{equation}
\kappa=\tfrac13(3.487\times10^6)(2.05\times10^3)^2(15.4\times10^{-12})
\simeq75\ {\rm W/(m\,K)}.
\end{equation}
The corresponding lifetime for the shear source is 14.1 ps. The two are close here, although they come from disjoint sets of relaxons. Keeping just the diagonal of $\Omega$ gives 44.8 W/(m K) and $3.49\times10^{-4}$ Pa s, respectively 40\% and 31\% below the full results.

At $k=5.873\times10^4$ m$^{-1}$ the predicted heat-wave decay is
\begin{equation}
\frac{\kappa^{xx}k^2}{C}=\frac{75.20\,(5.873\times10^4)^2}{3.487\times10^6}
=7.44\times10^4\ {\rm s^{-1}} .
\end{equation}
For the momentum-conserving matrix, with $A=45.5$ kg/m$^3$,
\begin{equation}
\frac{\eta k^2}{A}=\frac{5.07\times10^{-4}(5.873\times10^4)^2}{45.5}
=3.84\times10^4\ {\rm s^{-1}} .
\end{equation}
The eigenvalues of $\Omega+ikv_x$, with the appropriate collision matrix, agree with these rates to the digits shown. This tests both coefficients through decay in time.

\subsection{Changing one block, then breaking parity}

To see the divergence of $\kappa$, uncouple crystal momentum from the other odd vectors and give it the rate $s\gamma$, with $\gamma=0.0782$ ps$^{-1}$. The odd matrix is then block diagonal, so
\begin{equation}
\kappa(s)=\kappa_r+\frac{\kappa_p}{s}.
\end{equation}
The calculation gives $\kappa(1)=54.4$ and $\kappa(0.01)=2642.7$ W/(m K). Therefore
\begin{equation}
\kappa_p=\frac{2642.7-54.4}{100-1}=26.1\ {\rm W/(m\,K)},\qquad
\kappa_r=28.3\ {\rm W/(m\,K)}.
\end{equation}
The viscosity $\eta^{ijij}$ stays at $5.07\times10^{-4}$ Pa s. The value $\kappa(1)$ differs from 75.2 W/(m K) because the coupling between momentum and the other odd vectors has been cut, even though its diagonal rate is unchanged.

Parity can be broken by adding the artificial loss rate $0.2\,\bar r(1+v_x/v_{\max})$, where $\bar r$ is the mean single-mode rate and $v_{\max}$ the largest group speed. The energy mode is again kept free of decay. Define the mixed response as
\begin{equation}
\chi=\frac{\langle M^{xx}|\Omega^+|S^x\rangle}
{\sqrt{\langle M^{xx}|\Omega^+|M^{xx}\rangle\langle S^x|\Omega^+|S^x\rangle}} .
\end{equation}
It is zero to rounding for the original matrix and $-0.102$ with the added rate. A temperature gradient then produces a momentum flux directly, and the division into two sets of relaxons no longer holds.

\subsection{How far the model is from real nickel}

Of the omissions estimated here, electrons matter most. The golden rule gives a phonon absorption rate, net of emission,
\begin{equation}
\frac1{\tau_{\rm el}}=\frac{2\pi}{\hbar}\,\hbar\omega\;
2\sum_{\mathbf k}|g_\nu|^2\delta(\epsilon_{\mathbf k})\delta(\epsilon_{\mathbf k+\mathbf q}),
\end{equation}
where $g_\nu$ is the electron-phonon matrix element, energies $\epsilon$ are measured from the Fermi level, the factor 2 counts spin, and $\hbar\omega$ is small on the electronic scale. In terms of the coupling $\lambda_\nu=(2/N_0\hbar\omega)\sum|g_\nu|^2\delta\delta$, with $N_0$ the density of states per atom and spin, this is $2\pi N_0\lambda_\nu\hbar\omega^2$. Rough values $N_0=1.2$ eV$^{-1}$ and total coupling 0.3, shared equally by three branches, give a mean rate of about 0.8 ps$^{-1}$, roughly four times the phonon-phonon value. If the electrons stay at rest and at the local lattice temperature, $\kappa$ falls to 8.6 W/(m K) and $\eta^{ijij}$ to $6.7\times10^{-5}$ Pa s. These numbers follow the rough product $N_0\lambda_\nu$, which treats the two spin directions of the ferromagnet as equivalent; half the rate gives $\kappa=14$ W/(m K) and a quarter gives 23 W/(m K).

Electrons also carry heat. A rough resistivity of 7 $\mu\Omega$ cm and the Wiedemann--Franz law, with the free-electron Lorenz number, give about 105 W/(m K). Added to the damped lattice part this is about 110 W/(m K), somewhat above the roughly 90 W/(m K) of real nickel near room temperature. The undamped lattice value of 75.2 W/(m K) is therefore a property of the electron-free model and should not be assigned to the metal. It also depends strongly on the bond potential. The Morse exponent of 14 nm$^{-1}$ gives a mean Gr\"uneisen parameter of 1.3, against roughly 1.8 for nickel; an exponent of 18 nm$^{-1}$ gives 1.8 and lowers $\kappa$ to 44 W/(m K) and $\eta^{ijij}$ to $3.1\times10^{-4}$ Pa s.

The numerical settings matter less, but not negligibly. With the mesh fixed, widening the smearing from 2 to 3 meV lowers $\kappa$ by 17\% and $\eta^{ijij}$ by 15\%. With the smearing fixed at 2 meV, a $9\times9\times9$ mesh changes each by about 1\%. A narrower smearing raises both coefficients. On a $15\times15\times15$ mesh, with degenerate branches averaged, $\kappa$ is 75, 82, 87 and 91 W/(m K) at widths of 2, 1.4, 1 and 0.6 meV, and $\eta^{ijij}$ rises from $5.2\times10^{-4}$ to $6.2\times10^{-4}$ Pa s; both end about 20\% above the printed values and are still rising. Convergence with smearing is thus not established, and the printed values belong to the stated width. The other components are more sensitive to the mesh and to the treatment of degenerate branches: at 2 meV, on meshes from 7 to 15 points per direction, $\eta^{iiii}$ lies between $0.98\times10^{-3}$ and $1.04\times10^{-3}$ Pa s, and $\mu^{iijj}$ stays negative but ranges from $-3.6\times10^{-5}$ to $-4.8\times10^{-5}$ Pa s. For isotopes, a golden-rule estimate with a flat density of states is $(\pi/2)g_m\langle\omega^2\rangle/\omega_{\max}$, where $g_m$ is the relative mass variance. The rough value $g_m=4\times10^{-4}$ gives 0.018 ps$^{-1}$, about a tenth of the mean three-phonon rate. The modes crowd towards high frequencies, where isotope scattering is strongest, so the flat form underestimates the rate: the density of states of the model gives 0.031 ps$^{-1}$, a factor 1.8 more. The effect on transport is larger than the comparison with the mean single-mode rate suggests, because $\kappa$ is set by $1/\tau_h=0.065$ ps$^{-1}$; adding the isotope rate lowers $\kappa$ from 75 to about 54 W/(m K).

For motion along a bond, quartic anharmonicity can be sized from the Morse expansion
\begin{equation}
U=\frac{k_sx^2}{2}\left(1-ax+\frac7{12}a^2x^2+\cdots\right),
\end{equation}
with $x$ the relative displacement along the bond. For Gaussian fluctuations $\langle x^4\rangle=3\langle x^2\rangle^2$, so the ratio of quartic to harmonic energy for this motion is
\begin{equation}
\frac74a^2\langle x^2\rangle=\frac74(14)^2(0.00767)^2=0.020,
\end{equation}
with lengths in nm. Displacements across the bond also enter at fourth order, through the term $g\,d_\parallel^2(d^2-d_\parallel^2)/(4R)$ among others. Since $g<0$, this term is negative and offsets part of the energy just estimated. The ratio measures an energy, not a four-phonon scattering rate. Heat carried by magnons, magnon scattering and thermal expansion are also left out.

Finally, a finite viscosity does not imply viscous phonon flow. In the electron-free model
\begin{equation}
\ell=\sqrt{\frac{5.07\times10^{-4}}{45.5\times7.82\times10^{10}}}\ {\rm m}=11.9\ {\rm nm},
\end{equation}
which is shorter than $\Lambda=31.6$ nm. Both lengths grow as the smearing narrows, to about 13 and 38 nm at 0.6 meV on a $15\times15\times15$ mesh, while their ratio stays between 0.35 and 0.38. The gradient expansion requires $k\Lambda\ll1$. At $k\Lambda=0.1$, the estimated ratio of viscous force to momentum loss is $(k\ell)^2=(0.1\times11.9/31.6)^2=0.0014$. Crystal momentum is not a relaxon here, so this number gives only the order of magnitude. Viscosity is then a small correction. Where the two forces would be comparable, the flow varies over less than a mean free path and the full Boltzmann equation is needed. The remaining digits are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
lattice constant (rough input): 0.352 nm
atomic mass (input): 58.7 u
bond stiffness (rough input): 38.0 N/m
Morse exponent (rough input): 14.0 1/nm
temperature: 300 K
Gaussian energy smearing: 2.0 meV
mesh points per direction: 7
phonon modes without q=0: 1026
highest phonon energy: 35.84 meV
lowest phonon energy on mesh: 7.97 meV
odd relaxons: 513
even relaxons without energy mode: 512
relative parity error of collision matrix: 1.4e-15
energy leak before projection: 0.0005 1/ps
mean single-mode collision rate: 0.1826 1/ps
largest collision rate / frequency: 0.013
longest odd relaxon lifetime: 24.42 ps
longest even relaxon lifetime: 33.30 ps
lattice kappa, odd relaxons: 75.224 W/(m K)
kappa xx, yy, zz: [75.199 75.223 75.25 ] W/(m K)
kappa from even relaxons: 1.3e-22 W/(m K)
kappa, direct Boltzmann: 75.224 W/(m K)
viscosity iiii, even relaxons: 1.0440e-03 Pa s
viscosity ijij, even relaxons: 5.0741e-04 Pa s
symmetrised viscosity iijj: -4.3389e-05 Pa s
viscosity ijij, odd relaxons: 6.5e-29 Pa s
viscosity ijij, direct Boltzmann: 5.0741e-04 Pa s
mean lifetime weighted by heat source: 15.414 ps
mean lifetime weighted by shear source: 14.058 ps
single-mode approximation, kappa: 44.842 W/(m K)
single-mode approximation, ijij: 3.4864e-04 Pa s
lattice heat capacity: 3.4868 MJ/(m^3 K)
test wave number: 5.8728e-05 1/nm
heat-wave decay, operator: 7.43848e+04 1/s
heat-wave decay, kappa k^2/C: 7.43849e+04 1/s
drift-wave decay, operator: 3.84306e+04 1/s
drift-wave decay, eta k^2/A: 3.84306e+04 1/s
drift inertia A: 45.5338 kg/m^3
crystal-momentum loss rate: 0.0782 1/ps
viscous length: 11.940 nm
heat mean free path: 31.585 nm
kappa, momentum block isolated: 54.424 W/(m K)
kappa, its loss rate x 0.01: 2642.720 W/(m K)
viscosity ijij, loss rate x 0.01: 5.0741e-04 Pa s
normalised mixed response, parity kept: -1.8e-17
normalised mixed response, parity broken: -0.1022
kappa, smearing 3.0 meV: 62.071 W/(m K)
viscosity ijij, wider smearing: 4.3217e-04 Pa s
kappa, 9x9x9 mesh: 74.559 W/(m K)
viscosity ijij, 9x9x9 mesh: 5.1211e-04 Pa s
rough electron inputs: DOS 1.2 1/(eV atom spin), coupling 0.3, resistivity 7 uohm cm
mean phonon-electron rate: 0.7762 1/ps
kappa with phonon-electron loss: 8.638 W/(m K)
viscosity ijij with that loss: 6.7352e-05 Pa s
electronic kappa, Wiedemann-Franz: 105 W/(m K)
isotope rate (variance 4e-04): 0.0180 1/ps
rms bond stretch: 0.00767 nm
quartic / harmonic bond energy: 0.0202
\end{verbatim}
